Why diagonalize-then-perturb methods misplace ionic–neutral crossings

**Question.** When an alkali halide molecule is stretched, its ground state changes from ionic (M⁺X⁻) to neutral (M + X). A small multiconfigurational calculation describes both structures and their mixing. Why can adding a second-order correlation energy to each of its states give potential curves that cross twice, when two states of the same symmetry should avoid each other? And why does the cure lie in the order of operations rather than in a better correlation energy?

**The two structures are not correlated equally**

Let N be the neutral and I the ionic structure, represented by two real, orthonormal states that keep their character as the distance R varies. In the ionic structure the halogen carries one more valence electron, in the same compact shell. That electron avoids the others, and the energy gained by this avoidance is largely missing from a small reference calculation.

Chlorine shows the size of the effect. For the free atom and anion, unrestricted Hartree–Fock followed by CCSD(T) with a frozen core, in the aug-cc-pVTZ basis, gives correlation energies of −5.18 eV for Cl and −6.30 eV for Cl⁻. The anion gains 1.1 eV more, which raises the computed electron affinity from 2.4 to 3.5 eV. Core correlation, relativity and the remaining basis-set error are left out.

The metal atom has a single valence electron and so loses no valence correlation on ionization; the correlation of that electron with the metal core favours the neutral structure and offsets part of the halogen's gain, an effect not computed here. As long as the halogen's gain dominates, a reference without this energy places the ionic curve too high. As the fragments separate, the ionic curve rises by Coulomb attraction and passes the neutral one. If it starts too high, it passes too early. The reference states then exchange character at too short a distance, and a correction made to each state separately inherits that exchange.

**The reference problem**

Take the neutral reference energy as zero at each R, let d be the reference energy of I relative to N, and let V be their coupling. In the order N, I, the reference matrix is

P = [[0, V], [V, d]].

Its eigenvalues follow from E² − dE − V² = 0:

E₁ = (d − g)/2,  E₂ = (d + g)/2,  g = √(d² + 4V²).

The ionic weight of each root is the derivative of its energy with respect to d, because d multiplies the projector on I and the first-order change of a normalized eigenvector does not contribute. With ∂g/∂d = d/g,

w₁ = (1 − d/g)/2,  w₂ = (1 + d/g)/2.

At d = 0 both weights are one half. For d < 0 the lower root is mainly ionic, for d > 0 mainly neutral.

**What the external configurations do**

Dynamic correlation enters through many configurations outside this two-state space. Let B hold their couplings to N and I, and let Q be their own Hamiltonian block. With model-space coefficients c and external coefficients x, the Schrödinger equation reads

Pc + Bx = Ec,
Bᵀc + Qx = Ex.

The second line gives x = (E − Q)⁻¹Bᵀc. Choose a zeroth-order Hamiltonian that is zero on both model states and has large positive energies D_k on the external ones. If E and the remainder Q − D are small compared with D, then x ≈ −D⁻¹Bᵀc, and the first line becomes

(P + W)c = Ec,  W = −B D⁻¹ Bᵀ.

This is the second-order effective Hamiltonian. The minus sign expresses repulsion by higher-lying configurations.

Suppose first that N and I couple to different external configurations. Then W has no off-diagonal element between them, and

W = diag(−c_N, −c_I),  δ = c_I − c_N > 0.

Here c_N and c_I are the positive correlation lowerings missing from the reference, and δ is the preference for the ionic state.

**Correcting after the mixing is frozen**

A single-state method keeps the eigenvectors of P and adds to each energy the expectation value of W. Root k has ionic weight w_k and neutral weight 1 − w_k, so

E_k(SS) = E_k − c_N(1 − w_k) − c_I w_k = E_k − c_N − δw_k.

Subtracting the first root from the second gives a signed gap:

G = E₂ − E₁ − δ(w₂ − w₁) = g − δd/g = (d² + 4V² − δd)/g.

For d > 0 the upper reference root is the more ionic one and receives the larger lowering. If its excess over the lowering of the other root, δd/g, exceeds the original gap g, G becomes negative and the roots change order. Nothing in the procedure lets them mix again.

A multistate method diagonalizes P + W. The difference of its diagonal elements is d − δ, so its gap is

Γ = √((d − δ)² + 4V²).

This cannot vanish while V ≠ 0. The corrected structures meet at d = δ, and that is where the multistate roots exchange character. The single-state functions still exchange theirs at d = 0.

**The element that was left out**

Write the reference roots as

|1⟩ = cos θ |N⟩ − sin θ |I⟩,  |2⟩ = sin θ |N⟩ + cos θ |I⟩.

Then

⟨1|W|2⟩ = −c_N sin θ cos θ + c_I sin θ cos θ = δ sin θ cos θ.

Since sin²θ = w₁ and cos²θ = w₂, the magnitude is

κ = δ√(w₁w₂) = (δ/2)√(1 − d²/g²) = δ|V|/g.

In the basis of reference roots, P + W has the single-state energies on its diagonal and an element of magnitude κ off it. Hence Γ² = G² + 4κ². Direct expansion confirms this:

G² + 4κ² = g² − 2δd + δ²(d² + 4V²)/g²
= d² + 4V² − 2δd + δ²
= (d − δ)² + 4V².

Both methods have the same sum of energies, because the trace does not depend on the basis. The lower single-state energy therefore lies above the lower multistate energy by

Δ = (Γ − |G|)/2.

When κ is much smaller than |G|, expanding the square root gives Δ ≈ κ²/|G|. Since κ is of second order in B, the remixing starts at fourth order and is absent from a second-order energy. Because G itself contains a second-order term, the strict fourth-order part is κ²/g, which lowers root 1 and raises root 2. This counting is useful only for δ < g: scaling W by a factor t gives the gap √((d − tδ)² + 4V²), whose branch points lie at |t|δ = g. A crossing or inversion needs δ ≥ g²/d > g, so there the series in B diverges. Where |G| is not large compared with κ, the expansion of the square root fails as well, and at G = 0 the error is κ itself, which is of second order. The ordering by powers of B has then failed between the two roots, although it may work well for the external space.

If δ = 0, then κ = 0 and the methods agree. As long as N and I couple to different external configurations, frozen mixing does harm only together with unequal correlation.

**A geometric reading, including shared configurations**

The relation between the two gaps does not depend on W being diagonal. Assign to P the vector r = (P_II − P_NN, 2P_NI), and to K = P + W the vector c formed in the same way. Apart from a multiple of the identity, P is

P₀ = ½[[−r₁, r₂], [r₂, r₁]],

with eigenvalues ±|r|/2. The difference of the projectors on its upper and lower roots is therefore 2P₀/|r|. The single-state gap is the trace of this difference with K. The identity part of K drops out because P₀ is traceless, leaving

G = (2/|r|) Tr(P₀K₀) = (2/|r|)(r·c/2) = r·c/|r|.

The multistate gap is |c|; it vanishes only if both components of c do, which with shared configurations requires W_NI to cancel V. Freezing the mixing thus projects the corrected vector on the old direction. The single-state gap vanishes when the vectors are perpendicular, and it is negative when correlation turns the vector by more than 90°.

For distinct external configurations, r = (d, 2V) and c = (d − δ, 2V). They are perpendicular when

d(d − δ) + 4V² = 0,

or, after completing the square,

(d − δ/2)² + (2V)² = (δ/2)².

In the plane of d and 2V this is a circle of diameter δ. The roots are inverted inside it. A molecule whose path enters and leaves the circle as R grows shows a double crossing.

**Where the crossings lie**

For constant V the quadratic gives

d± = [δ ± √(δ² − 16V²)]/2.

Two crossings exist if 0 < |V| < δ/4. At |V| = δ/4 they merge into a contact at d = δ/2. Their sum is δ and their product is 4V², so both lie between the reference crossing d = 0 and the corrected crossing d = δ.

With δ = 1 eV the threshold is 0.25 eV. For V = 0.20 eV the square root is √(1 − 0.64) = 0.60, which places the crossings at d = 0.20 and 0.80 eV. For V = 0.26 eV there are none.

Absence of a crossing does not mean absence of error. Take V = 0.30 eV and d = 0.50 eV. Then g = √(0.25 + 0.36) = 0.78 eV and G = 0.78 − 0.50/0.78 = 0.14 eV, whereas Γ = √(0.25 + 0.36) = 0.78 eV. The curves do not cross, but the lower one is 0.32 eV above its multistate value.

For weak coupling, expanding the square root gives

d₋ ≈ 4V²/δ,  d₊ ≈ δ − 4V²/δ.

The two crossings have different meanings. At either of them G = 0, so g² = δd and

Γ = 2κ = 2δ|V|/g = 2|V|√(δ/d).

At the outer crossing d ≈ δ and Γ ≈ 2|V|. An avoided crossing belongs near this place, and the single-state method replaces it by a real one. At the inner crossing d ≈ 4V²/δ and Γ ≈ δ. The multistate roots are far apart there, so this crossing is spurious.

The opposite limit is strong coupling. At d = 0, G = 2|V| and Γ = √(δ² + 4V²), so for |V| ≫ δ

Δ = [√(δ² + 4V²) − 2|V|]/2 ≈ δ²/(8|V|).

The error becomes small because correlation hardly turns a vector that is already long. As V → 0 at d = 0, the same expression tends to δ/2. At fixed nonzero d, by contrast, κ vanishes with V and so does the error. Weak coupling thus confines the large error, of order δ/2, to a narrow region around the reference crossing without removing it there; near d = δ a smaller error of about |V| remains.

**A model curve in numbers**

Take a model with round parameters:

d(R) = 3.0 eV − e²/(4πε₀R),
V(R) = 0.15 eV · exp[−(R − 5 Å)/(1 Å)],
c_N = 1 eV,  c_I = 2 eV,  δ = 1 eV.

The value of δ has the size found for chlorine, but the curves do not represent a particular chloride. Short-range repulsion is omitted, and only R ≥ 4 Å is considered.

With e²/(4πε₀) = 14.40 eV Å, the diabatic crossings are

reference, d = 0: R = 14.40/3.0 = 4.80 Å,
corrected, d = δ: R = 14.40/(3.0 − 1.0) = 7.20 Å.

One electronvolt of differential correlation moves the crossing by 2.40 Å, because the Coulomb curve is flat at these distances.

The single-state curves cross at 4.975 and 7.196 Å. At the inner crossing d = 0.1057 eV and V = 0.1538 eV. The circle condition holds: 4V² = 0.095 eV² and d(δ − d) = 0.1057 × 0.8943 = 0.095 eV². The multistate gap there is

Γ = 2 × 0.1538 × √(1/0.1057) = 0.946 eV.

Both single-state energies are −1.447 eV, while the lower multistate energy is −1.920 eV. The single-state value is 0.47 eV too high relative to the multistate one, nearly the weak-coupling estimate δ/2.

At 5.76 Å, between the crossings, d = 0.50 eV and g = 0.519 eV. Thus G = 0.519 − 0.50/0.519 = −0.444 eV: the root that was lower in the reference, and is mainly neutral, now lies above the mainly ionic one. The lower single-state energy is −1.472 eV, against −1.510 eV from the multistate method. At this distance the lower energy is only 0.04 eV too high, but between the two crossings the labels of the roots are interchanged.

This also shows what happens to properties. Following the first reference root, the ionic character is lost around 4.80 Å. Following the lowest corrected energy instead, one changes root at 4.975 Å. There g = √(δd) = 0.325 eV, so d/g = 0.325 and the ionic weight jumps from 0.34 to 0.66. It jumps again at 7.196 Å, from nearly one to nearly zero. The first choice is smooth, but it changes character 2.40 Å too early and is not the lower state between the crossings; the second is the lower state everywhere, but its character is discontinuous.

The multistate roots exchange character at 7.20 Å. Their smallest gap near there, 0.033 eV, occurs at 7.214 Å. The small outward shift comes from the decay of V. With decay length L = 1 Å, setting the derivative of Γ² to zero gives

(d − δ) d′ = 4V²/L.

Here d′ = 14.40/7.20² = 0.278 eV/Å and V = 0.0166 eV, so d − δ = 0.0040 eV and the shift is 0.0040/0.278 = 0.014 Å.

**Is the second-order energy itself to blame?**

This can be decided by giving the model an explicit external space and diagonalizing everything. Four external configurations are attached to N and eight to I, each running parallel to its parent. Their gaps first span 40 to 80 eV. All gaps are then multiplied by 10 and by 100, with couplings adjusted to keep c_N and c_I fixed. The larger gaps are not physical; they make the second-order treatment of the external space progressively more accurate.

The largest errors of the lower energy between 4 and 12 Å, relative to full diagonalization and sampled every 0.01 Å, are:

- lowest gap 40 eV: single-state 0.40 eV, multistate 0.067 eV;
- lowest gap 400 eV: single-state 0.46 eV, multistate 0.0072 eV;
- lowest gap 4000 eV: single-state 0.47 eV, multistate 0.0007 eV.

The multistate error falls about tenfold at each step. The single-state error does not fall; it approaches the value caused by κ alone. It is smaller in the first row because the fully diagonalized energy lies above the multistate one, and hence closer to the single-state value.

The first row also shows what the cure leaves uncorrected. At 9 Å, where V is only 0.003 eV, full diagonalization gives −0.983 eV for the neutral state and −0.534 eV for the ionic state. With d = 1.400 eV, the actual lowerings are 0.9828 and 1.9344 eV instead of 1 and 2 eV. Their difference is 0.952 eV, which predicts a crossing at 14.40/(3.0 − 0.952) = 7.03 Å. Full diagonalization indeed exchanges the characters at 7.03 Å. With these parameters second-order theory overestimates the differential correlation by 0.05 eV, and the multistate crossing is 0.17 Å too far out; the size of this offset depends on c_N and c_I separately, not on δ alone.

**What the cure requires**

Both structures must be in the model space, since a state that is absent cannot remix. The external gaps must remain large compared with the couplings and energy shifts, or the expansion that produced W fails.

The zeroth-order Hamiltonian must also treat the states consistently. With one common D, W is a single matrix, and rotating the reference states leaves the eigenvalues of P + W unchanged. If each root has its own denominators, the off-diagonal element formed with those of root 1 generally differs from the one formed with those of root 2. Averaging the two restores symmetry, but not the property of being one matrix seen in different bases. Extended multistate methods address this by using a common zeroth-order operator and treating its coupling within the model space.

A better reference helps in another way: if it captures more of the differential correlation, δ shrinks, and with it the circle. The numerical output lists the energies and gaps along the curve.

Numbers as computed

```
Chlorine, UHF and frozen-core CCSD(T), aug-cc-pVTZ
correlation energy Cl   : -5.177 eV
correlation energy Cl-  : -6.301 eV
electron affinity UHF   : 2.381 eV
correlation part (delta): 1.124 eV
electron affinity total : 3.506 eV
Model inputs
e^2/(4 pi eps0)         : 14.3996 eV angstrom
ionic asymptote (ref)   : 3.00 eV
V at 5 angstrom         : 0.15 eV
decay length of V       : 1.00 angstrom
c_N, c_I, delta         : 1.00 2.00 1.00 eV
threshold delta/4       : 0.25 eV
Constant V: single-state crossings in d (eV)
V = 0.20 eV: 0.2000 0.8000
V = 0.24 eV: 0.3600 0.6400
V = 0.26 eV: none
V = 0.30 eV: none
Distances (angstrom)
reference diabatic crossing : 4.800
corrected diabatic crossing : 7.200
single-state inner crossing : 4.975
single-state outer crossing : 7.196
multistate minimum gap at   : 7.214
character swap, frozen roots: 4.800
character swap, multistate  : 7.200
multistate minimum gap      : 0.0330 eV
multistate gap at inner     : 0.9456 eV
multistate gap at outer     : 0.0334 eV
largest SS-MS lower energy  : 0.469 eV at 4.97 angstrom
Max lower-energy error against full diagonalization
lowest gap/eV  SS/eV   MS/eV    full swap/angstrom
       40    0.4039  0.06731  7.030
      400    0.4623  0.00717  7.181
     4000    0.4686  0.00072  7.198
Table: R in angstrom, all else in eV; full: external gaps 40-80 eV
R      d       V      SS1     SS2     MS1     MS2     full1   full2
4.000 -0.5999 0.4077 -2.6024 -0.9975 -2.6978 -0.9021 -2.6305 -0.8868
4.800  0.0000 0.1832 -1.6832 -1.3168 -2.0325 -0.9675 -1.9670 -0.9504
4.975  0.1057 0.1538 -1.4471 -1.4471 -1.9200 -0.9743 -1.8546 -0.9570
5.760  0.5000 0.0702 -1.0283 -1.4717 -1.5097 -0.9903 -1.4446 -0.9727
7.196  0.9989 0.0167 -1.0006 -1.0006 -1.0173 -0.9839 -0.9879 -0.9305
7.200  1.0000 0.0166 -1.0006 -0.9994 -1.0166 -0.9834 -0.9878 -0.9296
9.000  1.4000 0.0027 -1.0000 -0.6000 -1.0000 -0.5999 -0.9828 -0.5344
Gaps (eV): R/angstrom, reference, single-state signed, multistate
4.800 0.3665 0.3665 1.0650
5.760 0.5193 -0.4435 0.5193
7.200 1.0006 0.0011 0.0332
```
